# Potential step of a dipole sheet and the place of screening: a numerical check

```python
"""Potential step of a neutral dipole sheet: Delta V = 4 pi P = P/epsilon0.

P is the areal dipole density of ALL added charge, including induced charge.
P0 is its bare value before screening. Hartree atomic units are used.
Direct sums and self-consistent charges test the analytic formulas.
All material parameters below are round model values.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf

hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_m = const.physical_constants["Bohr radius"][0]

# Square lattice of normal, polarizable point dipoles in vacuum
spacing = 10.0
bare_moment = 0.3
polarizability = 30.0
bare_P = bare_moment / spacing**2
alpha_reduced = polarizability / spacing**3
radius_small, radius_large = 400, 800
indices = np.arange(-radius_large - 1, radius_large + 2, dtype=float)


def squared_distances(offset):
    """Squared lateral distances from the field point, in spacing units."""
    shifted = (indices - offset)**2
    return shifted[:, None] + shifted[None, :]


def extrapolate_disc(small_sum, large_sum):
    """Remove the leading inverse-radius truncation error."""
    return ((radius_large * large_sum - radius_small * small_sum)
            / (radius_large - radius_small))


def direct_potential(r2, height):
    """Disc sums of unit dipoles, with length measured in spacings."""
    distance2 = r2 + height**2
    terms = height / (distance2 * np.sqrt(distance2))
    small = terms[r2 < radius_small**2].sum()
    large = terms[r2 < radius_large**2].sum()
    return small, extrapolate_disc(small, large)


def reciprocal_ratio(offset, height):
    """Potential divided by 2 pi P, from the reciprocal-lattice series."""
    n = np.arange(-15, 16)
    nx, ny = np.meshgrid(n, n, indexing="ij")
    phase = np.cos(2 * np.pi * (nx + ny) * offset)
    decay = np.exp(-2 * np.pi * np.hypot(nx, ny) * height)
    return np.sum(phase * decay)


lattice_rows = []
for site, offset in (("atop", 0.0), ("hollow", 0.5)):
    r2 = squared_distances(offset)
    for height in (0.5, 1.0, 2.0):
        disc_value, infinite_value = direct_potential(r2, height)
        direct_ratio = infinite_value / (2 * np.pi)
        series_ratio = reciprocal_ratio(offset, height)
        assert abs(direct_ratio - series_ratio) < 2e-5
        lattice_rows.append((site, height, direct_ratio))
        if site == "atop" and height == 2.0:
            # At two spacings the lattice ripple is far below the shortfall.
            measured_shortfall = 1 - disc_value / infinite_value
            disc_shortfall = height / np.hypot(height, radius_small)
            assert abs(measured_shortfall / disc_shortfall - 1) < 0.02

# Depolarization sum, tested against its zeta-function value
r2 = squared_distances(0.0)
center = len(indices) // 2
r2[center, center] = np.inf
inverse_cubes = 1 / (r2 * np.sqrt(r2))
sum_small = inverse_cubes[r2 < radius_small**2].sum()
sum_large = inverse_cubes[r2 < radius_large**2].sum()
lattice_sum = extrapolate_disc(sum_small, sum_large)
s = mp.mpf(3) / 2
beta = mp.power(4, -s) * (mp.zeta(s, mp.mpf(1) / 4)
                          - mp.zeta(s, mp.mpf(3) / 4))
zeta_sum = float(4 * mp.zeta(s) * beta)
assert abs(lattice_sum / zeta_sum - 1) < 2e-5


def central_moment_ratio(side):
    """Central moment divided by the bare moment in a finite square."""
    n = np.arange(side, dtype=float)
    x, y = np.meshgrid(n, n, indexing="ij")
    x, y = x.ravel(), y.ravel()
    d2 = (x[:, None] - x)**2 + (y[:, None] - y)**2
    np.fill_diagonal(d2, np.inf)
    matrix = alpha_reduced / (d2 * np.sqrt(d2))
    np.fill_diagonal(matrix, 1.0)
    moments = np.linalg.solve(matrix, np.ones(side**2))
    return moments[side**2 // 2]


ratio_21, ratio_41 = central_moment_ratio(21), central_moment_ratio(41)
cluster_ratio = (41 * ratio_41 - 21 * ratio_21) / (41 - 21)
screening_ratio = 1 / (1 + alpha_reduced * lattice_sum)
# Remaining finite-cluster edge effects are of second order in 1/side.
assert abs(cluster_ratio / screening_ratio - 1) < 2e-3
lattice_P = bare_P * screening_ratio
lattice_step = 4 * np.pi * lattice_P

# Smooth bare double layer across a dielectric interface
separation = 3.0
charge_width = 0.4
interface_width = 1.0
sheet_charge = bare_P / separation
z = np.linspace(-10, 10, 1001)
dz = z[1] - z[0]


def epsilon_profile(position, left, right):
    return ((left + right) / 2
            + (right - left) / 2 * np.tanh(position / interface_width))


def bare_charge(position):
    norm = sheet_charge / (np.sqrt(2 * np.pi) * charge_width)
    plus = np.exp(-0.5 * ((position - separation / 2) / charge_width)**2)
    minus = np.exp(-0.5 * ((position + separation / 2) / charge_width)**2)
    return norm * (plus - minus)


def bare_dipole_density(position):
    scale = np.sqrt(2) * charge_width
    return sheet_charge / 2 * (erf((position + separation / 2) / scale)
                               - erf((position - separation / 2) / scale))


def total_dipole(left, right):
    """First moment of total charge, solved with vacuum Coulomb fields."""
    chi = (epsilon_profile(z, left, right) - 1) / (4 * np.pi)
    field_kernel = 2 * np.pi * dz * np.sign(z[:, None] - z[None, :])
    polarization = chi[:, None] * field_kernel
    matrix = np.eye(len(z))
    matrix[1:-1] += (polarization[2:] - polarization[:-2]) / (2 * dz)
    total_charge = np.linalg.solve(matrix, bare_charge(z))
    assert abs(total_charge.sum() * dz) < 1e-6 * sheet_charge
    return np.sum(z * total_charge) * dz


def dielectric_step(left, right):
    """Potential step from the bare layer and the local dielectric law."""
    integral = quad(lambda x: bare_dipole_density(x)
                    / epsilon_profile(x, left, right), -10, 10,
                    points=[-1.5, 0, 1.5], epsabs=1e-12, epsrel=1e-9)[0]
    return 4 * np.pi * integral


dielectric_results = {}
for label, left, right in (("uniform", 12.0, 12.0),
                           ("electronic", 12.0, 2.0),
                           ("with ionic", 12.0, 4.0)):
    P_total = total_dipole(left, right)
    step = dielectric_step(left, right)
    # The charge solver has a second-order grid error.
    assert abs(4 * np.pi * P_total / step - 1) < 1e-3
    dielectric_results[label] = (P_total, step)
uniform_step = dielectric_results["uniform"][1]
assert abs(uniform_step / (4 * np.pi * bare_P / 12) - 1) < 1e-6

P_electronic, electronic_step = dielectric_results["electronic"]
P_ionic, ionic_step = dielectric_results["with ionic"]
effective_epsilon = bare_P / P_electronic
twice_screened = electronic_step / effective_epsilon
P_si = P_electronic * const.e / bohr_m
step_si = P_si / const.epsilon_0
assert abs(step_si / (4 * np.pi * P_electronic * hartree_ev) - 1) < 1e-8

print("MODEL INPUTS")
print(f"lattice spacing: {spacing:.1f} bohr")
print(f"bare dipole moment: {bare_moment:.3f} e bohr")
print(f"polarizability: {polarizability:.1f} bohr^3")
print(f"bare areal dipole P0: {bare_P:.6f} e/bohr")
print(f"unscreened step 4 pi P0: {4*np.pi*bare_P:.6f} hartree/e")
print(f"unscreened step: {4*np.pi*bare_P*hartree_ev:.4f} V")
print("LATTICE POTENTIAL / (2 pi P), dimensionless")
for site, height, ratio in lattice_rows:
    print(f"{site}, height {height:.1f} spacings: {ratio:.5f}")
print(f"disc radius: {radius_small} spacings")
print(f"disc shortfall at height 2 spacings: {measured_shortfall:.6f}")
print("DEPOLARIZED LATTICE IN VACUUM")
print(f"lattice sum S: {lattice_sum:.5f} (dimensionless)")
print(f"alpha S / spacing^3: {alpha_reduced*lattice_sum:.5f}")
print(f"P/P0 from formula: {screening_ratio:.5f}")
print(f"P/P0 from clusters: {cluster_ratio:.5f}")
print(f"total P: {lattice_P:.7f} e/bohr")
print(f"step: {lattice_step:.6f} hartree/e")
print(f"step: {lattice_step*hartree_ev:.4f} V")
print("BARE LAYER IN A DIELECTRIC INTERFACE")
print(f"charge-layer separation: {separation:.1f} bohr")
print(f"sheet charge: {sheet_charge:.6f} e/bohr^2")
print(f"Gaussian charge width: {charge_width:.2f} bohr")
print(f"dielectric transition width: {interface_width:.1f} bohr")
print(f"uniform epsilon 12, step: {uniform_step:.6f} hartree/e")
print(f"epsilon 12 to 2, total P: {P_electronic:.7f} e/bohr")
print(f"epsilon 12 to 2, 4 pi P: {4*np.pi*P_electronic:.6f} hartree/e")
print(f"epsilon 12 to 2, dielectric step: {electronic_step:.6f} hartree/e")
print(f"total P in SI: {P_si:.5e} C/m")
print(f"P/epsilon0: {step_si:.4f} V")
print(f"effective epsilon P0/P: {effective_epsilon:.4f}")
print(f"wrong twice-screened step: {twice_screened*hartree_ev:.4f} V")
print(f"electron energy shift on +z side: {-step_si:.4f} eV")
print(f"epsilon 12 to 4, total P: {P_ionic:.7f} e/bohr")
print(f"epsilon 12 to 4, step: {ionic_step:.6f} hartree/e")
print(f"epsilon 12 to 4, step: {ionic_step*hartree_ev:.4f} V")
print("ALL CHECKS PASSED")
```

It prints:

```
MODEL INPUTS
lattice spacing: 10.0 bohr
bare dipole moment: 0.300 e bohr
polarizability: 30.0 bohr^3
bare areal dipole P0: 0.003000 e/bohr
unscreened step 4 pi P0: 0.037699 hartree/e
unscreened step: 1.0258 V
LATTICE POTENTIAL / (2 pi P), dimensionless
atop, height 0.5 spacings: 1.23590
atop, height 1.0 spacings: 1.00804
atop, height 2.0 spacings: 1.00001
hollow, height 0.5 spacings: 0.87507
hollow, height 1.0 spacings: 0.99309
hollow, height 2.0 spacings: 0.99999
disc radius: 400 spacings
disc shortfall at height 2 spacings: 0.005000
DEPOLARIZED LATTICE IN VACUUM
lattice sum S: 9.03362 (dimensionless)
alpha S / spacing^3: 0.27101
P/P0 from formula: 0.78678
P/P0 from clusters: 0.78682
total P: 0.0023603 e/bohr
step: 0.029661 hartree/e
step: 0.8071 V
BARE LAYER IN A DIELECTRIC INTERFACE
charge-layer separation: 3.0 bohr
sheet charge: 0.001000 e/bohr^2
Gaussian charge width: 0.40 bohr
dielectric transition width: 1.0 bohr
uniform epsilon 12, step: 0.003142 hartree/e
epsilon 12 to 2, total P: 0.0005654 e/bohr
epsilon 12 to 2, 4 pi P: 0.007105 hartree/e
epsilon 12 to 2, dielectric step: 0.007105 hartree/e
total P in SI: 1.71192e-12 C/m
P/epsilon0: 0.1933 V
effective epsilon P0/P: 5.3057
wrong twice-screened step: 0.0364 V
electron energy shift on +z side: -0.1933 eV
epsilon 12 to 4, total P: 0.0004213 e/bohr
epsilon 12 to 4, step: 0.005294 hartree/e
epsilon 12 to 4, step: 0.1441 V
ALL CHECKS PASSED
```
